# Many Noisy or Few Precise Monte Carlo Forces for Fitting Potentials

**Question.** An interatomic potential with \(p\) linear parameters is fitted to \(M\) force components from quantum Monte Carlo, each with statistical error \(\sigma\). How much of this noise reaches the fitted forces? If the total computing time is fixed, should it go into a few configurations with precise forces or into many with noisy ones?

**Answer.**

## What the fit does to the noise

Collect the true forces of the training configurations in a vector \(F\) of length \(M\). The potential predicts \(A\theta\), where \(\theta\) holds the parameters and \(A\) is an \(M\times p\) matrix fixed by the geometries. Let \(A\) have full column rank, which requires \(M\ge p\). The data are \(y=F+e\), with

\[
\langle e\rangle=0,\qquad \langle ee^T\rangle=\sigma^2 1 .
\]

The noise need not be Gaussian. Unweighted least squares without regularization gives

\[
\hat\theta=(A^TA)^{-1}A^Ty .
\]

The fitted forces are \(A\hat\theta=Hy=HF+He\), with \(H=A(A^TA)^{-1}A^T\). The noise in them is therefore \(He\), whatever the quality of the potential. Multiplication shows that \(H^2=H=H^T\), so

\[
\frac1M\langle |He|^2\rangle=\frac1M\langle e^THe\rangle
=\frac{\sigma^2}{M}\operatorname{tr}H .
\]

By cyclic invariance, \(\operatorname{tr}H=\operatorname{tr}[(A^TA)^{-1}A^TA]=p\). The rms model noise is

\[
\sigma_{\rm model}=\sigma\sqrt{p/M}. \tag{1}
\]

The fit keeps the part of the noise that lies in the \(p\) directions it can represent and discards the rest. For \(p=6\), \(M=360\) and \(\sigma=0.2\) eV/Å, equation (1) gives \(0.2\sqrt{6/360}=0.0258\) eV/Å. Fits to 4000 sets of synthetic Laplace-distributed noise, for the model cluster described below, give 0.0257 eV/Å.

## Noise alone gives a tie

Let there be \(K\) configurations with \(n\) force components each, so that \(M=Kn\). A run of length \(t\) per configuration gives

\[
\sigma^2=a/t ,
\]

where \(a\) includes the autocorrelation of the samples. This law needs runs much longer than the autocorrelation time and an estimator of finite variance. The bare Coulomb force on a nucleus fails the second condition: its square grows as \(1/r^4\) near the nucleus, and the integral of \(r^{-4}r^2\,dr\) diverges at small \(r\). An estimator that removes this divergence is assumed.

If sampling is the whole cost, \(C=Kt\), and equation (1) becomes

\[
\sigma_{\rm model}^2=\frac{a}{t}\,\frac{p}{Kn}=\frac{ap}{nC}. \tag{2}
\]

The number of configurations has dropped out. Four times as many configurations, each run for a quarter of the time, have twice the noise per force and the same model noise. Equation (1) by itself gives no reason to prefer many noisy configurations. A preference must come from something it omits.

## Errors on new configurations

A potential is used on configurations outside its training set. Let the training configurations be drawn independently from a distribution, and let \(X\) be the \(n\times p\) feature matrix of one configuration. Define

\[
S=\frac1n E[X^TX],\qquad F=X\theta^*+m,
\]

where \(E\) averages over configurations, \(S\) is invertible, and \(\theta^*\) minimizes \(E|F-X\theta|^2\). The remainder \(m\) is the misfit: the force that the chosen functional form cannot represent. Setting the derivative at the minimum to zero gives \(E[X^Tm]=0\).

With \(\Delta=\hat\theta-\theta^*\), the error on a new configuration is \(m-X\Delta\). Its mean square per component is

\[
\frac1nE|m-X\Delta|^2
=\delta^2-\frac2n\Delta^TE[X^Tm]+\Delta^TS\Delta
=\delta^2+\Delta^TS\Delta ,
\]

with \(\delta^2=E|m|^2/n\). The floor \(\delta^2\) belongs to the functional form. The quantity that the budget can reduce is the excess \(R=\langle\Delta^TS\Delta\rangle\), averaged over noise and training sets.

Insert \(y=X\theta^*+m+e\) for each training configuration \(c\) into the least-squares solution:

\[
\Delta=\bar A_K^{-1}\,\frac1{Kn}\sum_{c=1}^{K}X_c^T(m_c+e_c),
\qquad
\bar A_K=\frac1{Kn}\sum_{c=1}^{K}X_c^TX_c . \tag{3}
\]

## Without misfit or overhead, more configurations never hurt

Take \(m=0\) and no overhead. For a given training set, the noise average of equation (3) is

\[
\langle\Delta\Delta^T\rangle
=\frac{\sigma^2}{(Kn)^2}\bar A_K^{-1}(Kn\bar A_K)\bar A_K^{-1}
=\frac{\sigma^2}{Kn}\bar A_K^{-1}.
\]

Since \(\sigma^2/K=a/(Kt)=a/C\),

\[
R=\frac{ap}{nC}P_K,\qquad
P_K=\frac1pE\operatorname{tr}(S\bar A_K^{-1}). \tag{4}
\]

The factor \(P_K\) measures how badly a small set of geometries determines the parameters. It never rises with \(K\). To see this, consider \(\operatorname{tr}(SA^{-1})\) for positive definite \(A\). Its second derivative in a symmetric direction \(B\) is

\[
2\operatorname{tr}(SA^{-1}BA^{-1}BA^{-1})
=2\,\|A^{-1/2}BA^{-1}S^{1/2}\|^2\ge0,
\]

with the norm squared denoting the sum of squared elements, so the function is convex. Now \(\bar A_{K+1}\) is the mean of the \(K+1\) averages obtained by leaving out one configuration at a time, and each of these is distributed like \(\bar A_K\). Convexity then gives \(P_{K+1}\le P_K\). If \(\bar A_K\) can be singular with finite probability, \(P_K\) is infinite and the inequality is trivial.

For large \(K\), write \(S^{-1/2}\bar A_KS^{-1/2}=1+D\). Here \(D\) is a mean of \(K\) independent terms of zero average. Expanding the inverse gives

\[
P_K\simeq\frac1pE\operatorname{tr}(1-D+D^2)=1+\frac{\kappa}{K},
\]

\[
\kappa=\frac1pE\operatorname{tr}\left(S^{-1/2}\frac{X^TX}{n}S^{-1/2}-1\right)^2 .
\]

The cross terms in \(D^2\) vanish by independence, which leaves the factor \(1/K\). The penalty for few configurations thus fades, and equation (2) is recovered as the limit.

## Misfit acts as a second noise

Now restore \(m\). For large \(K\), replace \(\bar A_K\) by \(S\) in equation (3):

\[
R\simeq\frac1{(Kn)^2}
E\Big[\Big(\sum_c X_c^T(m_c+e_c)\Big)^{T}S^{-1}
\Big(\sum_c X_c^T(m_c+e_c)\Big)\Big].
\]

Each term in the sums has zero mean, and different configurations are independent, so \(K\) equal diagonal terms remain. The noise part of one such term is \(\sigma^2\operatorname{tr}(S^{-1}E[X^TX])=\sigma^2np\). Write the misfit part as \(\mu^2np\), with

\[
\mu^2=\frac1{np}E[m^TXS^{-1}X^Tm].
\]

The mixed part vanishes because \(e\) has zero mean. Hence

\[
R\simeq\frac{p(\sigma^2+\mu^2)}{M}. \tag{5}
\]

The misfit is a definite function of the geometry, yet it scatters the parameters from one training set to another, as noise would. A longer run lowers \(\sigma\) and leaves \(\mu\) unchanged. Once \(\sigma\ll\mu\), further precision is nearly useless and \(R\) falls through \(M\) alone. If the misfits of different components are uncorrelated, with variance \(\delta^2\) for every \(X\), then \(\mu=\delta\). In general the two differ.

Real runs also carry an overhead \(t_0\) per configuration, for wave-function optimization and equilibration. The cost is then \(C=K(t_0+t)\). Put \(K=C/(t_0+t)\) and \(\sigma^2=a/t\) into equation (5), and define \(t_\mu=a/\mu^2\), the run length at which noise equals effective misfit:

\[
R=\frac{p}{nC}\left(\frac at+\mu^2\right)(t_0+t)
=\frac{ap}{nC}\left(1+\frac t{t_\mu}\right)\left(1+\frac{t_0}{t}\right). \tag{6}
\]

The prefactor is the tie value of equation (2). The first bracket is the price of long runs, the second the price of short ones. Without overhead, shortening the runs helps steadily, with little left to gain once \(t\ll t_\mu\).

With overhead there is an optimum. Expand the brackets and complete a square:

\[
\frac t{t_\mu}+\frac{t_0}t
=\left(\sqrt{\frac t{t_\mu}}-\sqrt{\frac{t_0}t}\right)^2
+2\sqrt{\frac{t_0}{t_\mu}} .
\]

The square vanishes at

\[
t_{\rm opt}=\sqrt{t_0t_\mu}=\frac{\sqrt{at_0}}{\mu},\qquad
R_{\min}=\frac{ap}{nC}\left(1+\sqrt{\frac{t_0}{t_\mu}}\right)^2. \tag{7}
\]

The corresponding noise per force follows from \(\sigma_{\rm opt}^2=a/t_{\rm opt}=\mu\sqrt{a/t_0}\). With \(\sigma_0=\sqrt{a/t_0}\), the noise of a run as long as the overhead,

\[
\sigma_{\rm opt}=\sqrt{\mu\sigma_0}. \tag{8}
\]

The best run length does not depend on \(C\). In this regime a larger budget should buy more configurations of the same quality, and the rms excess falls as \(C^{-1/2}\).

Two run lengths \(t_1<t_2\) can be compared directly. Subtracting equation (6) at the two values gives

\[
R(t_1)-R(t_2)=\frac{ap}{nC}(t_1-t_2)
\left(\frac1{t_\mu}-\frac{t_0}{t_1t_2}\right).
\]

The first bracket is negative. The shorter, noisier runs therefore win if and only if \(t_1t_2>t_0t_\mu=t_{\rm opt}^2\). This is the condition under which many noisy configurations beat few precise ones at large \(K\).

## How large the effect is in a model cluster

Six atoms sit near the corners of a regular octahedron with edge 2.7 Å. Each Cartesian coordinate is shifted at random, uniformly within ±0.2 Å. The reference energy is a second-moment many-body potential with round parameters,

\[
E_{\rm ref}=\sum_i\Big[\sum_{j\ne i}0.1\,e^{-10x_{ij}}
-\Big(\sum_{j\ne i}1.2^2e^{-5x_{ij}}\Big)^{1/2}\Big]\ \text{eV},
\]

with \(x_{ij}=r_{ij}/(2.7\ \text{Å})-1\). The fitted model has a pair force that is a sum of \(p=6\) Chebyshev polynomials in the distance. It cannot represent the square root in full, so it has a misfit. There are \(n=18\) force components per configuration. A set of 10,000 configurations serves as the population, from which training sets are drawn with replacement. No electronic calculation is made: Gaussian noise is added to the reference forces.

Averages over the population give \(\delta=0.074\) eV/Å, against an rms force component of 0.629 eV/Å, and \(\mu=0.149\) eV/Å. The effective misfit is twice the rms misfit, so the misfits do not behave as uncorrelated noise of uniform variance. These two numbers do not tell whether correlation or uneven size is the main reason.

The same population gives \(\kappa=2.7\). These values belong to this particular set of 10,000 configurations. Other random sets of the same size change \(\delta\) by less than 1%, but give \(\mu=0.145\) to 0.147 eV/Å and \(\kappa=2.5\) to 2.7. The optimum found below then moves to 0.68–0.69 core-hours and 2130–2150 configurations, \(P_6\) and \(P_{12}\) shift by about 2%, and \(P_3\) is uncertain by about 5%. For noise alone at fixed \(Kt\), averages over 4000 random training sets give \(P_3=4.4\), \(P_6=1.88\), \(P_{12}=1.32\) and \(P_{200}=1.014\). The last agrees with \(1+2.745/200=1.014\). At \(K=6\) the expansion would give 1.46, which is too low, so it should not be used for so few configurations. Three configurations already supply 54 force components for six parameters, yet their mean-square error is over four times the tie value.

Choose \(a=0.04\) eV² Å⁻² core-hour, \(t_0=0.25\) core-hours and \(C=2000\) core-hours. For \(K=1600\), each configuration has \(2000/1600-0.25=1\) core-hour of sampling, so \(\sigma=0.2\) eV/Å and

\[
\sqrt R=\sqrt{\frac{6\,(0.2^2+0.1487^2)}{28800}}=0.0036\ \text{eV/Å}.
\]

The table compares three schedules of equal cost. Its last column comes from 1600, 600 and 400 repeated fits, respectively, each judged on the whole population. Times are in core-hours and the last three columns in eV/Å.

| \(K\) | \(t\) | \(\sigma\) | \(\sigma\sqrt{p/M}\) | \(\sqrt R\), fits |
|---:|---:|---:|---:|---:|
| 100 | 19.75 | 0.045 | 0.0026 | 0.0090 |
| 1600 | 1.00 | 0.200 | 0.0029 | 0.0036 |
| 6400 | 0.0625 | 0.800 | 0.0058 | 0.0059 |

Equation (5) gives 0.0090, 0.0036 and 0.0059 eV/Å for the three rows. The noise estimate of equation (1) ranks the 100 precise configurations first, whereas their actual excess is the largest. Their mean-square excess is 6.2 times that of the 1600 noisy ones. Going on to 6400 configurations raises it again, by a factor of 2.7 over the middle row, because four fifths of the budget is then overhead: \(0.25/0.3125=0.8\).

The optimum follows from equation (7):

\[
t_{\rm opt}=\frac{\sqrt{0.04\times0.25}}{0.1487}=0.67\ \text{core-hours}.
\]

The budget then pays for \(2000/(0.25+0.67)\approx2170\) configurations. With \(\sigma_0=0.4\) eV/Å, equation (8) gives \(\sigma_{\rm opt}=\sqrt{0.1487\times0.4}=0.24\) eV/Å, more than a third of the rms force itself. The smallest rms excess is 0.0035 eV/Å, or \(6.9\times10^{-5}\) hartree/bohr. The schedule with \(K=1600\) lies within 2% of it.

The total error tells a more modest story. Including \(\delta\), it is 0.0749, 0.0744 and 0.0746 eV/Å for the three schedules. The sixfold gain in mean-square excess improves the total rms error by 0.6%, since the pair form dominates it. At this budget, a better functional form would have far more to offer than a better schedule.

The excess matters more at small budgets. At the optimum it is \(0.00354^2/0.0743^2=0.0023\) of \(\delta^2\). Since \(R\propto1/C\), it reaches a tenth of \(\delta^2\) when the budget falls to about \(2000\times0.0023/0.1\approx45\) core-hours. That pays for some 50 configurations at \(t_{\rm opt}\), but for two of the precise kind, far outside the range of equation (5).

## When few precise configurations are better

If the functional form is nearly perfect, \(\mu\to0\) and \(t_{\rm opt}\) in equation (7) grows without limit. Long runs then save overhead, until the small number of geometries begins to hurt. For \(\mu=0\), the noise-only result with overhead is

\[
R\simeq\frac{ap}{nC}\left(1+\frac{t_0}{t}\right)
\left(1+\frac{\kappa(t_0+t)}{C}\right).
\]

When both corrections are small, their product can be dropped. The part that depends on \(t\) is \(t_0/t+\kappa t/C\), and setting its derivative to zero gives

\[
t\simeq\sqrt{\frac{t_0C}{\kappa}} .
\]

The best run length now grows as \(\sqrt C\), and so does the number of configurations. With the values above and no misfit, \(t\simeq\sqrt{0.25\times2000/2.745}\approx13\) core-hours and \(K\approx150\). The same budget that called for about 2170 noisy configurations would then favour about 150 fairly precise ones. The answer thus turns on the quality of the potential as well as on the noise of the forces.

## What the estimate leaves out

Force components from one run share their samples, so their errors can be correlated. If \(\Sigma\) is the full noise covariance, the mean-square model noise on the training set is

\[
\frac1M\operatorname{tr}(H\Sigma)=\frac1M\operatorname{tr}(H\Sigma H)
\le\lambda_{\max}\frac pM,
\]

where \(\lambda_{\max}\) is the largest eigenvalue of \(\Sigma\). The noise can exceed equation (1) if the correlated direction is one that the potential can represent.

Correlated geometries, such as neighbouring snapshots of a trajectory, restore the cross terms dropped before equation (5). Counting each snapshot as independent can then overstate the benefit of a large \(K\).

A systematic force error \(b\), for instance from fixed nodes or an incomplete force estimator, does not average out. The fit converges to the best representation of \(F+b\), however many configurations are used. The estimates above require force errors with zero mean and finite variance. Short runs that are still equilibrating do not meet the first condition, and the bare Coulomb estimator does not meet the second.
